# Seniority and Rotationally Invariant Two-Body Interactions in a Single j Shell, part 1

(Sections cited here and not found follow in the second part.)

Identical fermions occupy one shell of half-integer angular momentum \(j\). The operators \(a_m^\dagger\) create a particle in the orbital with projection \(m=-j,\dots,j\), and \(\{a_m,a_{m'}^\dagger\}=\delta_{mm'}\). The particles interact through a Hermitian, number-conserving, rotationally invariant two-body operator \(H\), which is otherwise arbitrary. The problem is to show that for \(j\le7/2\) such an operator must conserve seniority, the number of particles not bound in pairs of zero angular momentum, and to find what happens at \(j=9/2\), the smallest shell where it need not.

Everything refers to one shell. The \(2j+1\) orbitals have a common energy, which adds a multiple of the particle number \(N\) and plays no part. In a relativistic atom the shell is a set of four-component orbitals with common radial functions. The Coulomb repulsion and the frequency-independent Breit interaction, restricted to that shell, are both covered.

## First half: shells up to j = 7/2

### (a) The general interaction

**Show that \(H\) is fixed by one real number for each angular momentum that two particles can have.**

**Solution.** Two particles are created with angular momentum \(K\) and projection \(M\) by

\[
A_{KM}^\dagger=\frac1{\sqrt2}\sum_{mm'}\langle jm\,jm'|KM\rangle\,a_m^\dagger a_{m'}^\dagger .
\]

Exchanging \(m\) and \(m'\) multiplies the Clebsch-Gordan coefficient by \((-1)^{2j-K}=-(-1)^K\), because \(2j\) is odd, and it multiplies the operator product by \(-1\). Hence \(A_{KM}^\dagger=(-1)^KA_{KM}^\dagger\). Odd \(K\) vanishes, and \(K=0,2,\dots,2j-1\) remain. For even \(K\) the coefficient is antisymmetric. The norm is

\[
\langle0|A_{KM}A_{KM}^\dagger|0\rangle=\tfrac12(1+1)=1,
\]

one half from each of the two ways to contract the operators.

These pair states form an orthonormal basis of the two-particle space, so a number-conserving two-body operator has the form \(\sum h_{KM,K'M'}A_{KM}^\dagger A_{K'M'}\). Rotational invariance makes \(h\) commute with rotations of the pair states. Each \(K\) occurs once, so by Schur's lemma \(h\) is a number \(V_K\) on each multiplet:

\[
H=\sum_{K\ \mathrm{even}}V_KH_K,\qquad H_K=\sum_MA_{KM}^\dagger A_{KM}. \tag{1}
\]

Hermiticity makes \(V_K\) real. It is the interaction energy of two particles coupled to \(K\).

### (b) Quasi-spin and seniority

**With \(\eta_m=(-1)^{j-m}\) and \(\Omega=j+\tfrac12\), define**

\[
S_+=\sum_{m>0}\eta_m a_m^\dagger a_{-m}^\dagger,\qquad S_-=S_+^\dagger,\qquad S_0=\tfrac12(N-\Omega).
\]

**Show that these operators obey the angular-momentum algebra and are rotational scalars. Use them to define seniority.**

**Solution.** Take one value \(m>0\), with \(s_+=\eta_ma_m^\dagger a_{-m}^\dagger\) and \(s_-=\eta_ma_{-m}a_m\). Since \(\eta_m^2=1\),

\[
s_+s_-=n_mn_{-m},\qquad s_-s_+=(1-n_m)(1-n_{-m}),
\]

where \(n_m=a_m^\dagger a_m\). The difference is \([s_+,s_-]=n_m+n_{-m}-1\). Pair operators with different \(m>0\) commute. Summing over the \(\Omega\) positive values gives \([S_+,S_-]=N-\Omega=2S_0\). Because \(S_+\) adds two particles, \([S_0,S_+]=S_+\). This is the algebra of an angular momentum, called quasi-spin, with

\[
S^2=S_+S_-+S_0^2-S_0 .
\]

To see the scalar character, insert \(\langle jm\,j{-m}|00\rangle=\eta_m/\sqrt{2j+1}\) in \(A_{00}^\dagger\). The terms \(m\) and \(-m\) are equal, because \(\eta_{-m}=-\eta_m\) and the two creation operators anticommute. Therefore

\[
A_{00}^\dagger=\frac{2S_+}{\sqrt{2(2j+1)}}=\frac{S_+}{\sqrt\Omega}. \tag{2}
\]

The pair created by \(S_+\) has \(K=0\), so \(S_\pm\) and \(S_0\) commute with the total angular momentum \(\mathbf J\).

Suppose that \(v\) particles are in a state with \(S_-\Psi=0\), so that it contains no \(K=0\) pair. Then \(S_0=-(\Omega-v)/2\) is the lowest projection in its quasi-spin multiplet, and the quasi-spin is

\[
s=\tfrac12(\Omega-v). \tag{3}
\]

Applying \(S_+\) adds \(K=0\) pairs without changing \(s\). The number \(v\) defined by (3) is the seniority of every state in the multiplet. An \(n\)-particle state has \(v\le n\) with \(n-v\) even, and \(v\le\Omega\) because \(s\ge0\). Seniority is conserved when \([H,S^2]=0\), that is, when \(H\) has no matrix element between different \(v\).

### (c) Up to three particles

**Show that seniority is conserved for \(n\le3\) when \(j\le7/2\).**

**Solution.** For \(n=0\) and \(n=1\) one seniority is available. For \(n=2\) the state \(K=0\) has \(v=0\) and the others have \(v=2\). Different \(K\) cannot be mixed by a scalar operator. This settles \(n\le2\) for every \(j\), and it settles the whole shell \(j=1/2\), which holds at most two particles.

For \(n=3\) the seniority is 1 or 3. The \(v=1\) states are \(S_+a_m^\dagger|0\rangle\). They have \(J=j\), since \(S_+\) is a scalar. Because \(S_-a_m^\dagger|0\rangle=0\), their squared norm is

\[
\langle0|a_mS_-S_+a_m^\dagger|0\rangle=\langle0|a_m(-2S_0)a_m^\dagger|0\rangle=\Omega-1, \tag{4}
\]

which is positive for \(j\ge3/2\). There is therefore exactly one \(v=1\) multiplet, with \(J=j\). Mixing requires a \(v=3\) multiplet that also has \(J=j\).

The number of multiplets with a given \(J\) is the number of determinants with \(M=J\) minus the number with \(M=J+1\), since each multiplet with larger \(J\) contributes once to both counts. Determinants are written below as \(\{2m_1,2m_2,2m_3\}\).

- For \(j=3/2\), \(M=j\) has \(\{3,1,-1\}\), and \(M=j+1\) has none. The difference is \(1-0=1\).
- For \(j=5/2\), \(M=j\) has \(\{5,3,-3\}\) and \(\{5,1,-1\}\), and \(M=j+1\) has \(\{5,3,-1\}\). The difference is \(2-1=1\).
- For \(j=7/2\), \(M=j\) has \(\{7,5,-5\}\), \(\{7,3,-3\}\), \(\{7,1,-1\}\) and \(\{5,3,-1\}\), while \(M=j+1\) has \(\{7,5,-3\}\), \(\{7,3,-1\}\) and \(\{5,3,1\}\). The difference is \(4-3=1\).

The single multiplet with \(J=j\) is the \(v=1\) multiplet. Thus

\[
\text{no state with } n=v=3,\ J=j \text{ exists for } j=\tfrac32,\tfrac52,\tfrac72. \tag{5}
\]

The interaction has nothing to mix with \(v=1\), whatever the values of \(V_K\).

### (d) Exchanging particles and holes

**Let \(C=\exp(-i\pi S_y)\), with \(S_y=(S_+-S_-)/2i\). Find \(CHC^{-1}\), and deduce what it implies for \(2\Omega-n\) particles and for the half-filled shell \(n=\Omega\).**

**Solution.** Write \(S_+=\tfrac12\sum_\mu\eta_\mu a_\mu^\dagger a_{-\mu}^\dagger\), with the sum over all \(\mu\). From

\[
[a_\mu^\dagger a_{-\mu}^\dagger,a_m]=\delta_{-\mu,m}a_\mu^\dagger-\delta_{\mu m}a_{-\mu}^\dagger
\]

one finds

\[
[S_+,a_m]=\tfrac12(\eta_{-m}-\eta_m)a_{-m}^\dagger=-\eta_ma_{-m}^\dagger. \tag{6}
\]

Define \(\tilde a_m=\eta_ma_{-m}\). Equation (6) gives \([S_+,\tilde a_m]=a_m^\dagger\), and its adjoint gives \([S_-,a_m^\dagger]=\tilde a_m\). The commutators \([S_+,a_m^\dagger]\) and \([S_-,\tilde a_m]\) vanish.

Let \(C(\theta)=\exp[-\tfrac12\theta(S_+-S_-)]\), so that \(C=C(\pi)\). Differentiation gives

\[
\frac{d}{d\theta}\,Ca_m^\dagger C^{-1}=\tfrac12C\tilde a_mC^{-1},\qquad
\frac{d}{d\theta}\,C\tilde a_mC^{-1}=-\tfrac12Ca_m^\dagger C^{-1}.
\]

The solution that starts from \(a_m^\dagger\) at \(\theta=0\) is \(\cos(\theta/2)\,a_m^\dagger+\sin(\theta/2)\,\tilde a_m\). At \(\theta=\pi\),

\[
Ca_m^\dagger C^{-1}=\eta_ma_{-m}. \tag{7}
\]

Creation becomes annihilation of the opposite projection.

Apply (7) to \(A_{KM}^\dagger\). Two signs appear. The phases give \(\eta_m\eta_{m'}=(-1)^{2j-M}=-(-1)^M\). For even \(K\), reversing all projections in the Clebsch-Gordan coefficient gives \((-1)^{2j-K}=-1\). Their product is \((-1)^M\). Finally, \(A_{K,-M}\) contains the annihilation operators in reversed order, which costs one more sign:

\[
CA_{KM}^\dagger C^{-1}=-(-1)^MA_{K,-M}.
\]

The adjoint relation holds because \(C\) is unitary. In the product \(A_{KM}^\dagger A_{KM}\) the signs cancel, and

\[
CH_KC^{-1}=\sum_MA_{KM}A_{KM}^\dagger=H_K+\sum_M[A_{KM},A_{KM}^\dagger].
\]

The commutator of two annihilation with two creation operators contains a constant and terms \(a^\dagger a\). After the sum over \(M\) it is a scalar, and a scalar one-body operator in one shell is a multiple of \(N\). So the sum equals \(\alpha+\beta N\). In the vacuum it is \(2K+1\), which gives \(\alpha=2K+1\). In the full shell \(A_{KM}^\dagger\) gives zero, while \(A_{KM}\) removes a normalized pair and leaves a normalized state. The sum is then \(-(2K+1)\), so \(\alpha+2\Omega\beta=-(2K+1)\) and \(\beta=-(2K+1)/\Omega\). Hence

\[
CHC^{-1}=H+\Big(1-\frac N\Omega\Big)\sum_K(2K+1)V_K. \tag{8}
\]

The added term is constant at fixed \(n\). The rotation \(C\) reverses \(S_0\), so it carries \(n\) particles to \(2\Omega-n\), and it commutes with \(S^2\). Therefore conservation of seniority at \(n\) implies conservation at \(2\Omega-n\).

At \(n=\Omega\) the added term vanishes, and \(C\) commutes with \(H\). Here \(S_0=0\) and \(s\) is an integer. A state with quasi-spin \(s\) and zero projection transforms under quasi-spin rotations like the Legendre polynomial \(P_s(\cos\vartheta)\). A rotation by \(\pi\) about the \(y\) axis reverses \(\cos\vartheta\), so

\[
C=(-1)^s\qquad(n=\Omega). \tag{9}
\]

Two states whose quasi-spins differ by one, and whose seniorities therefore differ by two, cannot mix in the half-filled shell.

### (e) Completion for all particle numbers

**Show that seniority is conserved for every \(n\) when \(j\le7/2\).**

**Solution.** For \(j=3/2\), \(\Omega=2\). Part (c) covers \(n\le2\), and (8) carries the result to \(n=3,4\). For \(j=5/2\), \(\Omega=3\). Part (c) covers \(n\le3\), and (8) gives \(n=4,5,6\). For \(j=7/2\), \(\Omega=4\), the same steps cover every \(n\) except \(n=4\).

At \(n=4\) the seniorities \(v=0,2,4\) have \(s=2,1,0\), and \(C=+1,-1,+1\). Equation (9) forbids mixing of \(v=2\) with either of the others. This restriction has content. There are five determinants with \(M=4\),

\[
\{7,5,3,-7\},\ \{7,5,1,-5\},\ \{7,5,-1,-3\},\ \{7,3,1,-3\},\ \{5,3,1,-1\},
\]

and three with \(M=5\),

\[
\{7,5,3,-5\},\ \{7,5,1,-3\},\ \{7,3,1,-1\}.
\]

Thus \(J=4\) occurs twice. One of these multiplets is a \(K=4\) pair with a \(K=0\) pair added, so \(v=2\). The other has \(v=4\). Rotational symmetry alone would let them mix.

The remaining possibility is mixing of \(v=0\) with \(v=4\). The \(v=0\) state \(S_+^2|0\rangle\) has \(J=0\), so a partner \(\Psi\) must have \(v=4\), \(J=0\) and \(S_-\Psi=0\). Consider the three-particle states \(a_m\Psi\). Annihilation operators commute with \(S_-\), which contains an even number of them, so

\[
S_-a_m\Psi=a_mS_-\Psi=0,
\]

and these states have \(v=3\). Since \(\Psi\) is a scalar, \(\eta_ma_{-m}\Psi\) transforms with angular momentum \(j\). By (5) no such multiplet exists, so \(a_m\Psi=0\) for every \(m\). Then \(N\Psi=\sum_ma_m^\dagger a_m\Psi=0\), whereas \(N\Psi=4\Psi\). Hence \(\Psi=0\).

This proves the theorem: for \(j\le7/2\), every interaction of the form (1) satisfies \([H,S^2]=0\) for all \(n\). A numerical test of \([H_K,S^2]\) on the complete many-particle space of each shell gave no element above \(3.6\times10^{-15}\), the level of rounding error. The result need not hold for three-body interactions, or when the interaction moves particles into another shell.

## Second half: the shell j = 9/2

The symbols and results needed from above are these. The interaction is \(H=\sum_KV_KH_K\), with \(H_K=\sum_MA_{KM}^\dagger A_{KM}\) and even \(K\). The operator \(S_+=\sum_{m>0}\eta_ma_m^\dagger a_{-m}^\dagger\), with \(\eta_m=(-1)^{j-m}\), creates a pair with \(K=0\), and \(A_{00}^\dagger=S_+/\sqrt\Omega\), with \(\Omega=j+\tfrac12\). A state in which all \(n\) particles are unpaired, \(v=n\), obeys \(S_-\Psi=0\). For three particles the \(v=1\) states are \(S_+a_m^\dagger|0\rangle\), with \(J=j\) and squared norm \(\Omega-1\). Seniority is conserved for \(j\le7/2\), because no \(v=3\) partner with \(J=j\) exists there.

### (f) The seniority-three state

**For \(j=9/2\), count the three-particle multiplets with \(J=9/2\), and construct the state with \(v=3\) and \(J=M=9/2\).**

**Solution.** Let \(\{2m_1,2m_2,2m_3\}\) with decreasing entries denote \(a_{m_1}^\dagger a_{m_2}^\dagger a_{m_3}^\dagger|0\rangle\). There are seven determinants with \(M=9/2\). With their coefficients in an unknown state, they are

\[
\begin{aligned}
&a:\{9,7,-7\},\quad b:\{9,5,-5\},\quad c:\{9,3,-3\},\quad d:\{9,1,-1\},\\
&e:\{7,5,-3\},\quad f:\{7,3,-1\},\quad g:\{5,3,1\}.
\end{aligned}
\]

There are five with \(M=11/2\): \(\{9,7,-5\}\), \(\{9,5,-3\}\), \(\{9,3,-1\}\), \(\{7,5,-1\}\) and \(\{7,3,1\}\). Hence there are \(7-5=2\) multiplets with \(J=9/2\). One has \(v=1\), so the other has \(v=3\).

A state with \(J=M=9/2\) obeys \(J_+\Psi=0\). Raising \(m\) to \(m+1\) multiplies by \(\sqrt{(j-m)(j+m+1)}\). For \(2m=-7,-5,-3,-1\) the factors are \(4,\sqrt{21},\sqrt{24},5\), and for \(2m=1,3,5,7\) they are \(\sqrt{24},\sqrt{21},4,3\). No raising step changes the order of the entries, so there are no extra signs. The coefficients of the five \(M=11/2\) determinants must vanish:

\[
\begin{aligned}
4a+4b&=0,\\
\sqrt{21}(b+c)+3e&=0,\\
\sqrt{24}(c+d)+3f&=0,\\
\sqrt{24}\,e+\sqrt{21}\,f&=0,\\
5f+4g&=0.
\end{aligned}
\]

The condition \(S_-\Psi=0\) involves the first four determinants, the ones that contain a pair \(m,-m\). The signs are \(\eta_{7/2}=-1\), \(\eta_{5/2}=+1\), \(\eta_{3/2}=-1\) and \(\eta_{1/2}=+1\), so

\[
-a+b-c+d=0 .
\]

The second and third equations give \(e=-\sqrt{21}(b+c)/3\) and \(f=-\sqrt{24}(c+d)/3\). In the fourth equation both terms then carry the common factor \(\sqrt{504}/3\), which leaves \(b+2c+d=0\). With \(a=-b\), the seniority condition becomes \(2b-c+d=0\). Subtracting the former from the latter gives \(b=3c\), and then \(d=-5c\). Choosing \(c=1\),

\[
\begin{gathered}
a=-3,\quad b=3,\quad c=1,\quad d=-5,\\
e=-\frac{4\sqrt{21}}3,\quad f=\frac{4\sqrt{24}}3,\quad g=-\frac{5\sqrt{24}}3.
\end{gathered}\tag{10}
\]

The squared norm is

\[
\nu^2=9+9+1+25+\frac{112}3+\frac{128}3+\frac{200}3=\frac{572}3 .
\]

The normalized state \(\Psi_3\) has the coefficients (10) divided by \(\nu\).

The \(v=1\) state has squared norm \(\Omega-1=4\) before normalization. Moving \(a_{9/2}^\dagger\) to the left past a pair gives no sign, and the pair \(\pm9/2\) is blocked by the particle already present. Thus

\[
\Psi_1=\tfrac12S_+a_{9/2}^\dagger|0\rangle=\tfrac12\big(-\{9,7,-7\}+\{9,5,-5\}-\{9,3,-3\}+\{9,1,-1\}\big). \tag{11}
\]

For \(j\le7/2\), every rotationally invariant two-body interaction conserves seniority, whereas three particles in the \(j=9/2\) shell have both a \(v=1\) and a \(v=3\) multiplet with \(J=9/2\). It remains to calculate how strongly the interaction couples these two, first for arbitrary \(V_K\) and then for the Coulomb repulsion in a Dirac shell.
